# Why a first foreign monolayer can nucleate below bulk saturation

## The result

Let a vapour of pressure $p$ meet a foreign substrate, and let $p_e$ be the pressure at which the same vapour is in equilibrium with its own bulk crystal. An atom that joins the first layer has the driving force

$$
\Phi=\Delta\mu+w,\qquad \Delta\mu=kT\ln\frac{p}{p_e},
$$

where $w$ is the energy gained per atom because the substrate binds it more strongly than the deposit's own surface would. Below bulk saturation $\Delta\mu<0$, but $\Phi$ is still positive as long as $p>p_e e^{-w/kT}$. A large square island then has the nucleation barrier

$$
\Delta G^*=\frac{4\kappa^2}{\Phi},
$$

with $\kappa$ the edge energy per edge atom. The barrier is finite for $\Phi>0$ and diverges as $\Phi\to0^+$. For $\Phi\le0$ there is no critical nucleus.

This does not contradict bulk thermodynamics. The bulk crystal still cannot grow at $p<p_e$; the first layer is a different phase with its own saturation pressure.

## First contribution: the vapour

The chemical potential of an ideal vapour is a function of $T$ plus $kT\ln p$. Measured from its value $\mu_e$ at bulk saturation, it is $\mu=\mu_e+\Delta\mu$, with $\Delta\mu$ as above. This term is negative in an undersaturated vapour and opposes every layer equally.

## Second contribution: wetting

Take a square lattice of sites in register with the substrate. Lateral neighbours share a bond energy $\varepsilon$. An atom is bound from below by $\psi_s$ on the substrate and by $\psi_d$ on the deposit. Atoms are assumed to vibrate alike in the layer and in the bulk, so that vibrations cancel from the comparison.

For one layer on the substrate, with $N$ atoms and $B$ lateral bonds on $N_s$ sites, the energy minus $\mu N$ is

$$
H=-(\psi_s+\mu)N-\varepsilon B .
$$

Exchange filled and empty sites. Then $N\to N_s-N$. There are $2N_s$ lateral pairs and each site belongs to four, so $B\to 2N_s-4N+B$. This gives

$$
H\to \text{const}+(\psi_s+\mu+4\varepsilon)N-\varepsilon B .
$$

The two forms agree if $-(\psi_s+\mu)=\psi_s+\mu+4\varepsilon$, that is at

$$
\mu_1=-(\psi_s+2\varepsilon).
$$

At this value a nearly full and a nearly empty layer have equal weight. Below the layer's critical temperature it is therefore the coexistence point.

In the bulk crystal each site also belongs to two vertical pairs of energy $\psi_d$, and there is no substrate term. The same exchange turns $-\mu N$ into $(\mu+4\varepsilon+2\psi_d)N$, so

$$
\mu_e=-(\psi_d+2\varepsilon).
$$

This is minus the binding of an atom at a kink, which has one bond below and two at its sides. The dilute lattice phase here stands in for the real vapour, which is a good replacement when the crystal has few vacancies. Subtracting,

$$
\mu_1-\mu_e=-(\psi_s-\psi_d)\equiv-w .
$$

The lateral bonds cancel, because layer and bulk contain the same number per atom. What remains is the difference in binding from below.

The same $w$ follows from surface energies. Let $s$ be the area per site and $\psi_{ss}$ the vertical bond within the substrate. Cutting a crystal breaks one vertical bond per site and makes two surfaces, so $s\sigma_{sub}=\psi_{ss}/2$ and $s\sigma_{dep}=\psi_d/2$. Joining the two cut faces returns $\psi_s$, so $s\sigma_{int}=(\psi_{ss}+\psi_d)/2-\psi_s$. Hence

$$
s(\sigma_{sub}-\sigma_{dep}-\sigma_{int})=\psi_s-\psi_d=w .
$$

Favourable wetting means that this combination is positive. If it is negative, the first layer needs a supersaturated vapour.

## Third contribution: the edge

An island of $n$ atoms with $P$ open lateral edges has $4n=2B+P$, because each bond uses two of the $4n$ atom sides. Its energy is $-n\psi_s-\varepsilon B=-n\psi_s-2n\varepsilon+\varepsilon P/2$. The work of forming it from the vapour is this energy minus $n\mu$, with $\mu=-(\psi_d+2\varepsilon)+\Delta\mu$:

$$
\Delta G=-n(\psi_s-\psi_d+\Delta\mu)+\frac{\varepsilon P}{2}=-n\Phi+\frac{\varepsilon P}{2}.
$$

Each open edge costs $\kappa=\varepsilon/2$.

The smallest $P$ follows from the rectangle, $a$ by $b$, that just encloses a connected island. Every row and every column in it is occupied and has at least two open ends, so $P\ge2(a+b)$. Since $ab\ge n$, also $a+b\ge2\sqrt n$. As $a+b$ is an integer, $P\ge2\lceil2\sqrt n\rceil$. A nearly square rectangle, filled row by row, reaches this bound. For large $n$, $P\simeq4\sqrt n$.

## Weighing the three

For a large compact island,

$$
\Delta G(n)=-n\Phi+4\kappa\sqrt n,\qquad
\frac{d\Delta G}{dn}=-\Phi+\frac{2\kappa}{\sqrt n}.
$$

If $\Phi>0$ the derivative vanishes at $n^*=(2\kappa/\Phi)^2$. It is positive below and negative above, so this is a maximum. There the area term is $-4\kappa^2/\Phi$ and the edge term is $+8\kappa^2/\Phi$, which sum to $4\kappa^2/\Phi$. If $\Phi\le0$ the derivative is positive at every size. The cost of adding an atom falls as the island grows but never becomes negative, so growth is always uphill.

Wetting thus acts on the area term, which grows as $n$, while the edge cost grows as $\sqrt n$. Any positive $\Phi$ wins at sufficient size. At bulk saturation the barrier is $4\kappa^2/w$; without wetting it would be infinite there.

## Why filling stops after one layer

An atom in the second layer rests on deposit, so in this nearest-neighbour model its wetting gain is zero. Apart from thermally excited adatoms and vacancies, a film of $m\ge1$ full layers has the free energy per site

$$
-(m\Delta\mu+w).
$$

For $-w<\Delta\mu<0$ this is negative at $m=1$ and rises with each further layer. One layer is then the stable film. If the substrate's influence reaches further but weakens from layer to layer, layer $m$ has its own gain $w_m$ and requires $\Delta\mu+w_m>0$.

## Numbers

The temperature, the vapour pressure and the total cohesion $\psi_d+2\varepsilon$ are round values in the rough regime of silver on tungsten (110). The lateral bond is a model choice, compared with the real layer in the last section. The values are: $T=850$ K, $\psi_s=2.60$ eV, $\psi_d=2.35$ eV, $\varepsilon=0.30$ eV and $p_e=1\times10^{-8}$ Torr. Then $kT=0.0732$ eV, $w=0.25$ eV and $\kappa=0.15$ eV. The first layer coexists with its dilute phase at

$$
p_1=p_e e^{-0.25/0.0732}=0.033\,p_e=3.3\times10^{-10}\ \text{Torr}.
$$

At $p=0.15\,p_e=1.5\times10^{-9}$ Torr,

$$
\Delta\mu=0.0732\ln0.15=-0.139\ \text{eV},\qquad \Phi=0.250-0.139=0.111\ \text{eV},
$$

$$
n^*=\left(\frac{0.30}{0.111}\right)^2\simeq7.3,\qquad
\Delta G^*=\frac{4(0.15)^2}{0.111}=0.81\ \text{eV}\simeq11\,kT .
$$

With temperature and bonds held fixed, the pressure changes the barrier as follows.

| $p/p_e$ | $\Phi$ (eV) | $\Delta G^*$ (eV) |
|---|---|---|
| 0.02 | −0.037 | no nucleus |
| 0.05 | 0.031 | 2.94 |
| 0.10 | 0.081 | 1.11 |
| 0.15 | 0.111 | 0.81 |
| 0.30 | 0.162 | 0.56 |
| 1.00 | 0.250 | 0.36 |

The last two rows only show the trend, because the formula for large islands gives critical sizes of 3.4 and 1.4 atoms there. At $p=p_e$ the single adatom and the dimer, within 0.001 eV of each other, already sit at the top of the barrier when all cluster shapes are counted, as is done below for $0.15\,p_e$.

The layer is already stable at $0.05\,p_e$, but its barrier is about 40 $kT$ for straight edges. The thermally softened edge energy $\kappa(T)$ derived below reduces this to about 31 $kT$ for a square island. The exact equilibrium island shape of this lattice model, which has rounded corners, gives about 25 $kT$, which is still high. Stability and observable nucleation are separate conditions.

To see the filling at $0.15\,p_e$, one can sum the Boltzmann weights of all configurations of two layers on a periodic patch of $3\times3$ sites. The mean coverage is 0.9999 in the first layer and $4\times10^{-5}$ in the second. So small a patch has no sharp transition, but it shows the preference clearly.

## Corrections for a nucleus of seven atoms

A smooth perimeter is doubtful at this size. The most compact seven-atom island has $P=12$ and

$$
\Delta G=-7(0.111)+0.15(12)=1.02\ \text{eV},
$$

which is also the highest value along the sequence of compact islands. Discreteness therefore raises the barrier by 0.21 eV.

Many shapes are possible, however. Let $g_n(B)$ be the number of connected shapes with $n$ atoms and $B$ bonds, counting rotated and reflected shapes separately but not translated ones. Since $\psi_s+\mu=\Phi-2\varepsilon$, the free energy of an $n$-atom cluster per site, in the dilute limit, is

$$
F_n=-n(\Phi-2\varepsilon)-kT\ln\sum_B g_n(B)e^{B\varepsilon/kT}.
$$

Complete enumeration up to $n=11$ gives 0.736, 0.785, 0.787, 0.737 and 0.686 eV for $n=3,5,7,9,11$. The maximum is at $n=7$, on a top so flat that the critical size has little sharp meaning. Shape entropy removes 0.24 eV from the compact value. The continuum result of 0.81 eV is close to 0.79 eV because two larger corrections nearly cancel in this example.

With $s=0.072$ nm² there are $1.4\times10^7$ sites per µm². The equilibrium number of critical clusters is this times $e^{-0.787/0.0732}$, or about 300 per µm². That is a population, not a nucleation rate, which would also need the attachment frequency.

The supply sets another time. With unit sticking, silver vapour at 850 K delivers $sp/\sqrt{2\pi MkT}=1.25\times10^{-4}$ layers per second, where $M$ is the atomic mass. Filling a bare surface takes at least 2.2 h. The dilute adatom coverage is $e^{-(2\varepsilon-\Phi)/kT}=1.3\times10^{-3}$, and dividing it by the supply rate gives a mean residence time of about 10 s. Both values assume that a lone adatom vibrates like an atom in the bulk. Softer vibrations would raise the coverage and lengthen the stay.

For large islands, thermal kinks soften the edge. Describe an edge by column heights without overhangs. A height step $h$ between neighbouring columns costs $|h|\varepsilon/2$. With $q=e^{-\varepsilon/2kT}$,

$$
\sum_{h=-\infty}^{\infty}q^{|h|}=\frac{1+q}{1-q}=\coth\frac{\varepsilon}{4kT},
\qquad
\kappa(T)=\frac{\varepsilon}{2}-kT\ln\coth\frac{\varepsilon}{4kT}.
$$

This is 0.131 eV here, against 0.150 eV without kinks. It must not be added to the shape sum for seven atoms, which already contains such disorder. Setting $\kappa(T)=0$ gives $\coth x=e^{2x}$ with $x=\varepsilon/4kT$. With $y=e^{2x}$ this is $y^2-2y-1=0$, so $y=1+\sqrt2$ and $T=\varepsilon/[2k\ln(1+\sqrt2)]=1975$ K. Where the edge free energy vanishes, the picture of an island with a barrier fails.

## The model beside silver on tungsten

The model is square, whereas a silver layer is closer to a close-packed one. A hexagonal island with $\ell$ atoms along each side has about $3\ell^2$ atoms and $6\ell$ edge atoms. Maximizing $-3\ell^2\Phi+6\ell\kappa$ gives $\ell=\kappa/\Phi$ and a barrier $3\kappa^2/\Phi=0.61$ eV, a quarter below the square value at the same $\kappa$ and $\Phi$. Equal $\kappa$ does not mean equal binding, however. An edge atom of a close-packed island lacks two of its six lateral bonds, and each missing bond costs half a bond energy, so $\kappa$ equals one full bond. If the lateral binding per atom is kept at $2\varepsilon=0.60$ eV, now shared among three bonds of 0.20 eV, then $\kappa=0.20$ eV and the barrier is 1.08 eV, a third above the square value. These are continuum values. Counting all shapes of up to ten atoms on the close-packed lattice gives 0.93 eV, against 0.79 eV on the square one, so the difference is smaller but has the same sign. The lattice geometry alone therefore does not fix the sign of this correction.

The lateral bond is also stronger than the real layer suggests. It puts the layer's critical temperature at 1975 K on the square lattice and near 2100 K on the close-packed one, whereas the two-dimensional critical temperature reported for silver on tungsten (110) is near 1000 K. A square-lattice bond matched to 980 K is 0.15 eV. It gives $\kappa(T)\approx0.02$ eV at 850 K and, at the same $\Phi$, a barrier well below $kT$. The barrier heights and nucleus sizes above therefore describe the model at $T\approx0.4\,T_c$, not the silver layer at 850 K.

Misfit strain and stiffer vibrations raise the barrier by reducing $\Phi$. For an equal biaxial strain $f$, the stress in each direction is $Yf$, with $Y$ the biaxial modulus, and the energy density is $Yf^2$. With rough values $Y=170$ GPa, $f=0.02$ and a layer 0.236 nm thick, the cost is 0.007 eV per atom. If all three vibrational frequencies of an atom are 10% higher in the layer than in the bulk, the classical free energy rises by $3kT\ln1.1=0.021$ eV. Together these raise the continuum square-island barrier from 0.81 to 1.09 eV. With all shapes counted up to $n=11$, the highest cluster free energy rises from 0.79 to 1.00 eV, which lowers the Boltzmann factor about 20-fold. The strain and stiffening are illustrative sizes. A silver layer held in register with tungsten (110) is stretched by about 10% along one in-plane direction and compressed by about 10% along the other. Linear elasticity, only a rough guide at such strain, puts that cost near 0.06 eV per atom. A value of $w$ measured on the strained layer at temperature would already include them.

Real substrates also have steps. A step that binds deposit atoms sideways as strongly as an island edge does lets the layer spread from it without creating a new closed edge, so the barrier derived here no longer controls growth. The condition $\Phi>0$ remains, because a step changes where the layer starts and not the free energy of its interior.

All numerical values are calculated from the stated model.
